# Why a Landau Fan Intercept Does Not Prove a Pi Berry Phase

Take a two-dimensional electron system whose Landau fan has intercept zero, and suppose that this is read as a Berry phase of \(\pi\) and hence as a gapless cone. The reading can fail badly. A cone with gap parameter 0.18 eV and no curvature or Zeeman term, filled to a Fermi energy of 0.20 eV, has intercept zero and a Berry phase of only \(0.1\pi\). For the velocity used below, a \(g\) factor of 2 moves the intercept only to \(-0.076\). The opposite error is possible too: at fixed Fermi energy a Zeeman term can give intercept one half, read as no Berry phase, when the phase is \(\pi/2\).

## The belief and its appeal

The fan is a plot of the Landau index \(n\) against \(1/B\), where \(B\) runs through the fields at which level \(n\) crosses a fixed Fermi energy \(E\). At low field the points approach a line,
\[
n=\frac{F}{B}+n_0 .
\]
The slope \(F\) measures the Fermi contour, and \(n_0\) is the intercept.

The algebra uses atomic units, with \(\hbar\), the electron mass and the elementary charge equal to one. The field \(B=1/l_B^2\), with \(l_B\) the magnetic length, points along \(+z\). For charge \(-1\) the kinetic momentum is \(\boldsymbol\Pi=\mathbf p+\mathbf A\), and
\[
[\Pi_x,\Pi_y]=-i(\partial_xA_y-\partial_yA_x)=-iB .
\]
Hence \([\Pi_y/B,\Pi_x]=i\): \(\Pi_y/B\) acts as a coordinate and \(\Pi_x\) as its momentum. An orbit enclosing momentum-space area \(S\) encloses phase-space area \(S/B\). Hamilton's equations, \(\dot\Pi_y=B\,\partial E/\partial k_x\) and \(\dot\Pi_x=-B\,\partial E/\partial k_y\), make the orbit counterclockwise when energy rises with \(k\).

The semiclassical wave gains the phase \(S/B\), loses \(\pi/2\) at each of two turning points, and gains the Berry phase \(\varphi\) of its spinor. It must close on itself:
\[
\frac{S}{B}-\pi+\varphi=2\pi n' .
\]
For a circular contour of radius \(k\), \(S=\pi k^2=2\pi F\) with \(F=k^2/2\), so
\[
n'=\frac FB-\frac12+\frac{\varphi}{2\pi}.
\]
A parabolic band without a spinor phase has intercept \(-1/2\), equivalent to \(1/2\) because an integer can be absorbed in the label. A massless cone has \(\varphi=-\pi\), equivalent to \(\pi\), and intercept zero modulo one. It is tempting to invert the relation for any band:
\[
\varphi_{\rm read}=2\pi\left(n_0+\tfrac12\right)\quad(\mathrm{mod}\ 2\pi).
\]

The weak point is the energy. If the field shifts the orbit's energy by an amount proportional to \(B\), the area at fixed \(E\) changes in proportion to \(B\), and \(S/B\) changes by a constant. That constant survives as \(B\to0\). A small energy shift thus competes with the Berry phase at the same order.

## A cone that can be solved

Consider
\[
H=v\,\boldsymbol\sigma\cdot\boldsymbol\Pi+\Delta\sigma_z+c\,\Pi^2+\frac g4B\sigma_z,
\qquad c=\frac1{2m}.
\]
Here \(\sigma\) is the real spin, \(v\) the cone velocity, \(\Delta\) half the gap of the cone without curvature, and \(m\) the mass that sets the band curvature. The last term is the Zeeman energy \(g\mu_BBs_z\) with \(\mu_B=1/2\) and \(s_z=\sigma_z/2\). The model neglects interactions, and \(E\) lies in the upper band.

Define \(a=(\Pi_x-i\Pi_y)/\sqrt{2B}\). The commutator above gives
\[
[a,a^\dagger]=\frac{2i[\Pi_x,\Pi_y]}{2B}=1,
\qquad \Pi^2=2B\left(a^\dagger a+\tfrac12\right).
\]
The upper-right element of \(\boldsymbol\sigma\cdot\boldsymbol\Pi\) is \(\Pi_x-i\Pi_y=\sqrt{2B}\,a\), which takes oscillator state \(|n\rangle\) to \(\sqrt n\,|n-1\rangle\). So \(H\) couples spin up in \(|n-1\rangle\) to spin down in \(|n\rangle\) and to nothing else. For \(n\ge1\) the block is
\[
\begin{pmatrix}
2cB(n-\tfrac12)+\Delta+\tfrac g4B & v\sqrt{2Bn}\\
v\sqrt{2Bn}&2cB(n+\tfrac12)-\Delta-\tfrac g4B
\end{pmatrix}.
\]
The mean of the diagonal elements is \(2cBn\). Half their difference is \(\Delta+\beta B\), with
\[
\beta=\frac g4-c .
\]
The upper levels are therefore
\[
E_n=2cBn+\sqrt{2nBv^2+(\Delta+\beta B)^2}.
\]
For \(n=0\) there is no spin-up partner, and \(E_0=cB-\Delta-gB/4=-\Delta-\beta B\). These levels were tested against diagonalization of \(H\) on a real-space grid.

At zero field the band is \(E=ck^2+\varepsilon\), with \(\varepsilon=\sqrt{v^2k^2+\Delta^2}\). For \(c>0\) the lower band eventually turns upward and produces a second contour at large \(k\). That contour lies outside the intended small-\(k\) model and is left out.

## The intercept from the levels

Set \(E_n=E\) and \(x=nB\). Moving \(2cx\) to the left and squaring gives
\[
(E-2cx)^2=2v^2x+(\Delta+\beta B)^2 .
\]
At \(B=0\) the solution is \(x=F\), where \(E-2cF=\varepsilon\) and \(\varepsilon^2=2v^2F+\Delta^2\). At small field write \(x=F+\delta\). The two sides become
\[
\varepsilon^2-4c\varepsilon\delta+4c^2\delta^2
=\varepsilon^2+2v^2\delta+2\Delta\beta B+\beta^2B^2 .
\]
Cancelling \(\varepsilon^2\) and keeping terms linear in \(B\) and \(\delta\),
\[
-2(v^2+2c\varepsilon)\delta=2\Delta\beta B .
\]
Since \(n=x/B=F/B+\delta/B\), the intercept is
\[
n_0=\frac{\delta}{B}=\frac{\Delta(c-g/4)}{v^2+2c\varepsilon}.
\]

The gap alone does not move the intercept: for \(c=g=0\), \(n_0=0\) at every \(\Delta\). What the gap changes is the Berry phase. The gap together with curvature or a Zeeman term does move the intercept. The two terms have opposite signs for positive \(c\) and \(g\), and they cancel at \(g=4c\), again at any gap.

For \(\Delta=0\) the intercept vanishes whatever \(c\) and \(g\) are, but unless \(\beta=0\) the fan is not straight. Now \(\delta\) begins at order \(B^2\), the term \(4c^2\delta^2\) is of order \(B^4\), and
\[
n=\frac FB-\frac{\beta^2B}{2(v^2+2c\varepsilon)}+\cdots .
\]
With \(t=1/B\) this has the form \(n=Ft-C/t\). Its tangent has slope \(F+C/t^2\) and meets the axis \(t=0\) at \(-2C/t\). A straight line fitted at finite field therefore has an intercept error of about twice the local deviation.

## The Berry phase of the same orbit

On the contour the upper spinor points along \((vk_x,vk_y,\Delta)\). With \(\cos\theta=\Delta/\varepsilon\) and azimuth \(\alpha\), it is
\[
u=\begin{pmatrix}\cos(\theta/2)\\e^{i\alpha}\sin(\theta/2)\end{pmatrix},
\qquad
i\langle u|\partial_\alpha u\rangle=-\sin^2\frac\theta2 .
\]
The counterclockwise integral over \(\alpha\) from 0 to \(2\pi\) is
\[
\varphi=-2\pi\sin^2\frac\theta2=-\pi\left(1-\frac{\Delta}{\varepsilon}\right).
\]
The curvature term multiplies the unit matrix, so it changes \(\varphi\) only through the value of \(\varepsilon\) at the Fermi contour.

In the pure cone, \(c=g=0\), \(\varepsilon=E\). For positive \(\Delta\), raising the gap parameter from zero towards \(E\) takes \(|\varphi|\) from \(\pi\) to zero while \(n_0\) stays at zero. This refutes the inference without any semiclassical argument: the levels fix the intercept, and the spinor fixes the phase.

## What hides the change

The missing piece is the energy of the orbital moment. A wave packet centred at \(\mathbf r_c\) can be described with \(\mathbf A=\frac B2(-\rho_y,\rho_x)\), where \(\boldsymbol\rho=\mathbf r-\mathbf r_c\). To first order in \(B\), its orbital energy is
\[
\delta E=\frac B2\,\mathrm{Re}\langle\rho_xV_y-\rho_yV_x\rangle,
\qquad V_j=\frac{\partial H}{\partial k_j}.
\]
For a symmetric packet the part within the band averages to zero, and the part that passes through the lower band \(l\) remains. For upper state \(u\), differentiating the eigenvalue equation of \(l\) gives
\[
\langle u|\rho_j|l\rangle=i\langle u|\partial_jl\rangle
=-\frac{i}{2\varepsilon}\langle u|V_j|l\rangle ,
\]
because the lower energy minus the upper energy is \(-2\varepsilon\). The two products in \(\delta E\) are complex conjugates apart from their prefactors, and their difference leaves
\[
\frac{\delta E}{B}=\frac1{2\varepsilon}\,\mathrm{Im}
\left[\langle u|V_x|l\rangle\langle l|V_y|u\rangle\right].
\]
Between orthogonal spinors \(V_j\) reduces to \(v\sigma_j\). Using \(|l\rangle\langle l|=1-|u\rangle\langle u|\) and \(\sigma_x\sigma_y=i\sigma_z\), the bracket is \(v^2(i\langle\sigma_z\rangle-\langle\sigma_x\rangle\langle\sigma_y\rangle)\). Its imaginary part is \(v^2\Delta/\varepsilon\). The orbital energy per unit field is thus \(v^2\Delta/(2\varepsilon^2)\). Adding the Zeeman expectation value gives
\[
\eta=\frac{v^2\Delta}{2\varepsilon^2}+\frac{g\Delta}{4\varepsilon}.
\]

At fixed \(E\), the orbit now follows the zero-field contour of energy \(E-\eta B\). From \(E=2cF+\sqrt{2v^2F+\Delta^2}\),
\[
\frac{dE}{dF}=2c+\frac{v^2}{\varepsilon},
\qquad
m_c=\frac{dF}{dE}=\frac{\varepsilon}{v^2+2c\varepsilon},
\]
where \(m_c\) is the cyclotron mass. In the closure rule \(F\) is replaced by \(F-m_c\eta B\), so
\[
n_0=\frac{\varphi}{2\pi}-\frac12-m_c\eta\quad(\mathrm{mod}\ 1).
\]
The first two terms equal \(-1+\Delta/(2\varepsilon)\), and the integer drops out. Writing \(W=v^2+2c\varepsilon\),
\[
n_0=\frac{\Delta}{2\varepsilon}-\frac{v^2\Delta}{2\varepsilon W}-\frac{g\Delta}{4W}
=\frac{\Delta(W-v^2)}{2\varepsilon W}-\frac{g\Delta}{4W}
=\frac{\Delta(c-g/4)}{W}.
\]
This is the result found from the levels, which confirms the closure rule with its energy shift for this model. The naive reading is right when \(m_c\eta\) is an integer, and in particular when \(\eta=0\). At \(\Delta=0\) that holds for any \(g\).

The band edge shows the cancellation plainly. For \(c=g=0\) and \(E\) just above \(\Delta>0\), expansion of the levels gives
\[
E_n\simeq\Delta+\frac{v^2B}{\Delta}n
=\Delta+\frac{v^2B}{\Delta}\left(n'+\frac12\right)+\frac{v^2B}{2\Delta},
\qquad n'=n-1 .
\]
This is an ordinary parabolic ladder with almost no Berry phase, raised by half a level spacing through its orbital moment. The fan cannot distinguish that half spacing from a phase of \(\pi\).

## Numbers for the cone

Round model parameters suffice: \(v=3\) eV Å and \(E=0.20\) eV. For the pure cone with \(\Delta=0.10\) eV,
\[
k^2=\frac{0.20^2-0.10^2}{3^2}=0.00333\ \text{Å}^{-2},
\qquad F=\frac{k^2}{2}=0.00167\ \text{Å}^{-2},
\]
which corresponds to 109.7 T. The straight-line fits use levels 8 to 20, with magnetic lengths from 69 to 110 Å.

In the table, \(\Delta\) is in eV, \(C=\hbar^2/(2m)\) is in eV Å², and phases are magnitudes in units of \(\pi\). The last column applies the naive rule to the low-field limit \(n_0\).

| \(\Delta\) | \(C\) | \(g\) | \(n_0\) | Berry | read |
|---|---|---|---|---|---|
| 0.00 | 0 | 0 | 0.000 | 1.00 | 1.00 |
| 0.10 | 0 | 0 | 0.000 | 0.50 | 1.00 |
| 0.18 | 0 | 0 | 0.000 | 0.10 | 1.00 |
| 0.10 | 10 | 0 | 0.080 | 0.43 | 0.84 |
| 0.10 | 0 | 10 | −0.212 | 0.50 | 0.58 |
| 0.10 | 10 | 10 | −0.072 | 0.43 | 0.86 |
| 0.10 | 0 | 23.62 | −0.500 | 0.50 | 0.00 |

The first three rows have the same intercept and three different Berry phases. In the second, the Berry phase and turning points contribute \(+0.25\), and the orbital moment contributes \(-0.25\). The closeness of 0.50 and 0.58 in the fifth row is only apparent: the reading is \(+0.58\pi\) and the true phase is \(-0.50\pi\).

The Zeeman rows can be checked by hand. For \(c=0\), \(m_c=E/v^2=0.1693\) electron masses. Since \(\Delta/E=1/2\), the ratio \(\Delta/v^2\) is 0.0847 in atomic units, and
\[
n_0=-\frac g4\frac{\Delta}{v^2}
=-2.5\times0.0847=-0.212
\]
for \(g=10\). An intercept of \(-1/2\) requires \(g=2v^2/\Delta=2/0.0847=23.6\). The naive rule then reports no Berry phase, although the orbit still carries \(\pi/2\).

With both curvature and \(g=10\), the contributions are \(0.2833\) from the Berry phase and turning points, \(-0.2035\) from the orbital moment and \(-0.1520\) from the spin. Their sum is \(-0.0722\). This intercept looks close to zero, but the true phase is \(0.43\pi\). A small intercept can be the remainder of three large terms.

Bending is a separate and smaller effect here. In the last row of the table the fitted line gives \(-0.529\) instead of the limiting \(-0.500\). For a massless cone with \(C=10\) eV Å² and \(g=10\), level 50 deviates from \(F/B\) by \(-1.04\times10^{-4}\). The deviation scales as \(B\), or nearly as \(1/n\), so at level 14 it is about \(-3.7\times10^{-4}\). Doubling it gives \(-0.0007\), close to the fitted intercept of \(-0.0008\).

## Zero and one half as conventions, and as symmetry

The values zero and one half also depend on what is numbered. At fixed \(E\), a broadened level gives a maximum in the density of states when \(F/B+n_0\) is an integer. A minimum lies near the half-integer between two levels. If the minimum is labelled \(N\), then \(F/B+n_0=N+1/2\), and the intercept becomes \(n_0-1/2\). The same pure cone therefore has intercept zero from maxima and one half from minima. For a transport signal, it must first be settled which extremum corresponds to a level at the Fermi energy.

With a Lorentzian half width \(\Gamma=0.003\) eV, the fitted intercepts are 0.006 and 0.513. The extrema are read from a finite grid of fields, so the last digit is uncertain by about one; located exactly, the minima give 0.512. The first harmonic sets the scale of these offsets. Near the Fermi energy the level phase changes by \(2\pi m_c/B\) per unit energy, so the broadening multiplies the first harmonic by \(e^{-2\pi\Gamma m_c/B}\). Setting the derivative of \(e^{-2\pi\Gamma m_ct}\cos(2\pi Ft)\) to zero moves a maximum by approximately \(-\Gamma m_c/F\) in phase. For the pure cone
\[
\frac{\Gamma m_c}{F}=\frac{2\Gamma E}{E^2-\Delta^2}
=\frac{2(0.003)(0.20)}{0.03}=0.04 .
\]
A second shift has the same sign. Each harmonic is weighted by \(dn/dE\propto E\), and the Lorentzian average evaluates this weight at \(E+i\Gamma\), which adds the phase \(\Gamma/E=0.015\). The total, 0.055, divided by \(2\pi\) gives a first-harmonic offset of \(+0.009\) for maxima and minima alike. The fitted offsets, about 0.006 and 0.012, lie on either side of it. Summing all harmonics with \(a=2\pi\Gamma m_ct\) gives \(\sinh a/(\cosh a-\cos2\pi Ft)\), and setting the derivative to zero multiplies the shift by \(\tanh(a/2)\) at maxima and by \(\coth(a/2)\) at minima. This lowers the first offset and raises the second. The program does not test these estimates separately.

There is another way to obtain zero or one half. Consider two cones with opposite \(\Delta\) and otherwise equal parameters. At zero field they are time-reversed partners: reversing both \(\boldsymbol\sigma\) and \(\mathbf k\) leaves \(\boldsymbol\sigma\cdot\mathbf k\) unchanged and reverses \(\Delta\sigma_z\). Their intercepts are \(n_0\) and \(-n_0\), since the formula is odd in \(\Delta\). With equal weights, their first harmonics add to
\[
\cos\left(\frac{2\pi F}{B}+2\pi n_0\right)+
\cos\left(\frac{2\pi F}{B}-2\pi n_0\right)
=2\cos(2\pi n_0)\cos\frac{2\pi F}{B}.
\]
When this harmonic dominates, a positive prefactor gives joint intercept zero and a negative one gives one half. The Berry phase need not be near either \(\pi\) or zero.

For \(\Delta=\pm0.10\) eV and \(c=0\), each orbit has a Berry phase of magnitude \(\pi/2\). At \(g=4\), the separate intercepts are \(\mp0.085\), the cosine is 0.862, and the joint maxima give 0.006. At \(g=16\), they are \(\mp0.339\), the cosine is \(-0.529\), and the joint maxima give 0.505. The apparent Berry phase has changed from \(\pi\) to zero while neither true phase has changed. Between the two cases, at \(|n_0|=1/4\), the first harmonic vanishes and this argument assigns no intercept.

## Finding the phase of the pure cone

More information than an intercept is needed. If \(c=0\) is known independently, then \(\varepsilon=v^2m_c\), and
\[
F=\frac{\varepsilon^2-\Delta^2}{2v^2}
=\frac{v^2}{2}m_c^2-\frac{\Delta^2}{2v^2}.
\]
Frequencies and cyclotron masses at two Fermi energies determine both terms. For \(\Delta=0.10\) eV and \(g=0\), the computed fan slopes and level spacings give \(F=0.001667\) Å\(^{-2}\) and \(m_c=0.16933\) at 0.20 eV, and \(F=0.004444\) Å\(^{-2}\) and \(m_c=0.25400\) at 0.30 eV. The slope against \(m_c^2\) is
\[
\frac{0.004444-0.001667}{0.25400^2-0.16933^2}=0.0775\ \text{Å}^{-2}.
\]
At 0.20 eV the first term is \(0.0775\times0.16933^2=0.00222\) Å\(^{-2}\). It exceeds \(F\) by 0.00056 Å\(^{-2}\), which is the gap term. The ratio of the gap term to the first term is \(\Delta^2/\varepsilon^2\approx0.25\), so \(|\Delta|/\varepsilon\approx0.5\) and the Berry phase has magnitude \(0.5\pi\) modulo \(2\pi\). The intercept of this same fan is zero.

This procedure gives \(|\Delta|\), not its sign, and it fails if curvature is present but ignored: for \(C=10\) eV Å² it returns \(0.24\pi\) instead of \(0.43\pi\). It also needs accurate masses, because the gap term is a difference. Opposite errors of 2% in the two masses move the result from \(0.50\pi\) to \(0.40\pi\) or \(0.63\pi\). The intercept analysis also assumes a fixed Fermi energy and no tunnelling between orbits. The first assumption matters. In an isolated two-dimensional layer the carrier density \(n_s\) is fixed instead. Each level holds \(B/2\pi\) states per area, so a level is half filled when \(2\pi n_s/B\) equals its index plus a constant that counts the levels below it. The Fermi energy then moves with the field, and the intercept of a single cone is set by this counting and does not depend on \(g\). The nonzero intercepts in the table apply when a reservoir pins the Fermi energy. At fixed density the intercept is still no measure of the Berry phase. For the pair with opposite \(\Delta\) the first-order shifts cancel, and the locking to zero or one half remains. Within those limits, an intercept measures a total phase. To extract the Berry phase, the orbital and Zeeman contributions must be known as well. The numerical output below gives the computed values to more digits.

## Table of computed values

```
velocity 3.0 eV A; Fermi energy 0.20 eV
largest Landau level error, grid against formula: 1.1e-15 eV
pure cone, gap parameter 0.10 eV: k = 0.05774 1/A
  F = 0.001667 1/A^2 = 109.7 T
  magnetic length at level 8: 69.3 A, at level 20: 109.5 A
Fans; gap parameter in eV, curvature in eV A^2, phases in units of pi
  gap  curv    g     n0 limit  n0 line  |Berry|  |read from n0|
  0.00   0.0   0.00    0.0000   0.0000   1.0000   1.0000
  0.10   0.0   0.00    0.0000   0.0000   0.5000   1.0000
  0.18   0.0   0.00   -0.0000   0.0000   0.1000   1.0000
  0.10  10.0   0.00    0.0798   0.0791   0.4334   0.8404
  0.10   0.0  10.00   -0.2117  -0.2169   0.5000   0.5767
  0.10  10.0  10.00   -0.0722  -0.0728   0.4334   0.8555
  0.10   0.0  23.62   -0.5000  -0.5286   0.5000   0.0000
  0.00  10.0  10.00   -0.0000  -0.0008   1.0000   1.0000
Parts of n0, gap parameter 0.10 eV, pure cone:
  Berry with turning points (mod 1) 0.2500, orbital -0.2500, spin -0.0000
  cyclotron mass 0.1693 electron masses
Parts of n0, gap parameter 0.10 eV, curvature and g = 10:
  Berry with turning points (mod 1) 0.2833, orbital -0.2035, spin -0.1520
  cyclotron mass 0.1073 electron masses
Massless cone, curvature and g = 10, level 50: n - F/B = -1.04e-04, formula -1.04e-04
Broadened levels, half width 0.003 eV; intercepts modulo 1
  one pure gapped cone: maxima 0.006, minima 0.513
  opposite-mass pair, g = 4: single n0 -0.0847 and 0.0847
    cosine factor 0.862, intercept of joint maxima 0.006
  opposite-mass pair, g = 16: single n0 -0.3387 and 0.3387
    cosine factor -0.529, intercept of joint maxima 0.505
Pure cone at 0.2 eV: F = 0.001667 1/A^2, cyclotron mass 0.16933 electron masses
Pure cone at 0.3 eV: F = 0.004444 1/A^2, cyclotron mass 0.25400 electron masses
  recovered velocity 3.0000 eV A, gap parameter 0.1000 eV
  recovered |Berry phase| at 0.2 eV: 0.5000 pi
```
